# The Penn Dielectric Constant and Its Value for Silicon

## Problem

A cubic semiconductor has $n$ valence electrons per unit volume in filled bands.

(a) Express its static electronic dielectric constant $\varepsilon$ through the plasmon energy $\hbar\omega_p$ and one average excitation energy $E_g$, the Penn gap. Here $\omega_p^2=ne^2/(\varepsilon_0 m)$.

(b) Evaluate the result for silicon with $\hbar\omega_p=16.6$ eV and $E_g=4.8$ eV, and compare it with the measured value, given here as 11.7.

Assume fixed nuclei and a frozen core. The valence electrons move in a local effective potential (a pseudopotential) that has no core states, so that its lowest bands are the filled valence bands. Use the random-phase approximation (RPA) without local fields: each electron responds as an independent particle to the macroscopic field, which includes the average field of the induced charge. The charge of the electron is $-e$.

## Hints

1. Start with one bound electron in a uniform field $F$. Find its induced dipole by first-order perturbation theory.
2. Replace $|x_{j0}|^2$ by the oscillator strength $f_j=2mE_j|x_{j0}|^2/\hbar^2$. A double commutator gives the sum of the $f_j$.
3. In a crystal, replace the uniform field by a potential of small wave number $q$. The commutator of $H$ with $e^{iqx}$ turns its matrix elements into momentum elements.
4. The energy of a band is periodic in $k$. What is the zone average of its second derivative?

## Solution

### One bound electron

The force $-eF$ along $x$ corresponds to the perturbation $H'=eFx$. Let $E_j>0$ be the excitation energy from the ground state $|0\rangle$ to $|j\rangle$. To first order,

$$|0'\rangle=|0\rangle-eF\sum_{j\ne0}\frac{x_{j0}}{E_j}|j\rangle .$$

The mean position shifts by the cross term plus its complex conjugate, $\delta\langle x\rangle=-2eF\sum_j|x_{j0}|^2/E_j$. The induced dipole is $-e\,\delta\langle x\rangle=\alpha F$, so

$$\alpha=2e^2\sum_j\frac{|x_{j0}|^2}{E_j}
=\frac{e^2\hbar^2}{m}\sum_j\frac{f_j}{E_j^2}.$$

The second form uses $|x_{j0}|^2=\hbar^2f_j/(2mE_j)$.

For a local potential only the kinetic energy fails to commute with $x$. Hence $[x,H]=i\hbar p/m$ and $[x,[x,H]]=(i\hbar)^2/m=-\hbar^2/m$. Written out, the double commutator is $x^2H-2xHx+Hx^2$. Its ground-state expectation value is $-2\sum_jE_j|x_{j0}|^2$. Equating the two results gives

$$\sum_jE_j|x_{j0}|^2=\frac{\hbar^2}{2m},\qquad\text{so}\qquad \sum_jf_j=1 .$$

If all the strength sits at one energy $E_g$, then $\alpha=e^2\hbar^2/(mE_g^2)$. This is the polarizability of a charge on a spring of frequency $E_g/\hbar$: a larger gap means a stiffer electron.

### From the electron to the crystal

The operator $x$ is unbounded in an extended crystal, so we use a slowly varying potential energy $U(x)=U_qe^{iqx}+U_q^*e^{-iqx}$ and let $q\to0$ at the end. Define

$$\rho_{cv}=\langle c,k+q|e^{iqx}|v,k\rangle,$$

where $v$ is a filled band and $c$ an empty one. The potential mixes the state $v,k$ with $c,k+q$ and $c,k-q$. Both admixtures change $\langle e^{-iqx}\rangle$. After summation over $k$ their contributions are equal by time-reversal symmetry, which accounts for the factor 2 in the induced density:

$$\delta n_q=-\frac{2U_q}{V}\sum_{v,c,k}\frac{|\rho_{cv}|^2}{E_{cv}} .$$

The sum includes spin, $V$ is the volume, and $E_{cv}>0$ is the transition energy. Transitions between two filled bands are absent, because the contributions of the pair cancel.

In the RPA, $U_q$ is the total potential energy: the external part plus the electrostatic part due to $\delta n_q$. Poisson's equation gives the latter as $e^2\delta n_q/(\varepsilon_0q^2)$. Its prefactor is positive because electrons repel each other; since $\delta n_q$ is opposite in sign to $U_q$, the induced part weakens the external one. Leaving out local fields means keeping this one Fourier component. Then $U_q^{\rm ext}=U_q-e^2\delta n_q/(\varepsilon_0q^2)$, and

$$\varepsilon=\frac{U_q^{\rm ext}}{U_q}
=1+\frac{2e^2}{\varepsilon_0q^2V}\sum_{v,c,k}\frac{|\rho_{cv}|^2}{E_{cv}} .$$

The factor $1/q^2$ must now cancel. For a local potential,

$$[H,e^{iqx}]=e^{iqx}\left(\frac{\hbar q\,p}{m}+\frac{\hbar^2q^2}{2m}\right).$$

Take the matrix element between $c,k+q$ and $v,k$. The left side is $E_{cv}\rho_{cv}$. On the right, the first term tends to $\hbar q\,p_{cv}/m$. The second is of higher order in $q$, so

$$\rho_{cv}\simeq\frac{\hbar q\,p_{cv}}{mE_{cv}} .$$

With the crystal oscillator strength $f_{cv}=2|p_{cv}|^2/(mE_{cv})$, this gives

$$\varepsilon=1+\frac{2e^2\hbar^2}{\varepsilon_0m^2V}\sum_{v,c,k}\frac{|p_{cv}|^2}{E_{cv}^3}
=1+\frac{e^2\hbar^2}{\varepsilon_0mV}\sum_{v,c,k}\frac{f_{cv}}{E_{cv}^2}.$$

The second term has the form of the bound-electron polarizability, summed over the electrons in the volume and divided by $\varepsilon_0V$.

### Total strength of the filled bands

Shift $k$ by a small $\delta$ along $x$. In the Hamiltonian for the periodic part of the Bloch function, this adds $\hbar\delta\,p/m$ and $\hbar^2\delta^2/(2m)$, where $p$ acts on the full Bloch function. Second-order perturbation theory gives the band curvature

$$\frac{\partial^2E_v}{\partial k_x^2}
=\frac{\hbar^2}{m}-\frac{2\hbar^2}{m^2}\sum_{j\ne v}\frac{|p_{jv}|^2}{E_j-E_v}
=\frac{\hbar^2}{m}\Big(1-\sum_{j\ne v}f_{jv}\Big).$$

Sum this over all filled bands and average over the Brillouin zone. The left side vanishes, because the summed energy is a smooth periodic function of $k$. On the right, transitions between filled bands cancel, since $f_{v'v}=-f_{vv'}$. The strength from filled to empty bands is therefore one per electron:

$$\sum_{v,c,k}f_{cv}=N=nV .$$

### The Penn formula

The strengths $f_{cv}$ are never negative and add up to $N$, so they serve as weights of an average:

$$\Big\langle\frac1{E^2}\Big\rangle=\frac1N\sum_{v,c,k}\frac{f_{cv}}{E_{cv}^2},
\qquad
\varepsilon=1+(\hbar\omega_p)^2\Big\langle\frac1{E^2}\Big\rangle .$$

Define the Penn gap by $1/E_g^2=\langle1/E^2\rangle$. The answer to (a) is

$$\boxed{\varepsilon=1+\left(\frac{\hbar\omega_p}{E_g}\right)^2}$$

Within the stated assumptions, this form involves no further approximation; the details of the bands are contained in $E_g$. The approximation enters when $E_g$ is estimated without calculating the average.

Since no direct transition energy lies below the smallest direct gap, $E_g$ cannot lie below it either. In the one-dimensional crystal of the numerical output, the smallest direct gap is 4.73, at $k=0$, and the Penn gap is 5.82, in units with $\hbar=m=1$ and unit lattice constant. The output lists 4.76 for the smallest gap because its grid of $k$ values does not contain $k=0$.

At fixed density, $\varepsilon\to1$ for a very large gap, where the electrons hardly move. For $E_g\to0$ the expression diverges, as expected when a metal screens a static, uniform field completely. The derivation itself requires filled bands and therefore stops short of the metal.

### Silicon

The cubic cell of silicon has edge $5.431$ Å and holds 8 atoms with 4 valence electrons each. This gives

$$n=\frac{32}{(5.431\times10^{-10}\ \mathrm m)^3}=1.998\times10^{29}\ \mathrm{m^{-3}},$$

and hence $\omega_p=2.521\times10^{16}$ rad/s and $\hbar\omega_p=16.60$ eV. The given plasmon energy is thus that of four free valence electrons per atom. With the given gap,

$$\frac{\hbar\omega_p}{E_g}=\frac{16.6}{4.8}=3.458,\qquad
\varepsilon=1+3.458^2=1+11.96\approx13 .$$

The unrounded result, 12.96, exceeds the comparison value 11.7 by 10.8 % of the latter.

This closeness should be read with care. A Penn gap can be obtained by fitting the formula to a known dielectric constant. Unless $E_g$ comes from an independent source, the agreement is a consistency check and not a prediction. The value 4.8 eV fits a form of the formula with an extra factor $1-E_g/4E_F+\tfrac13(E_g/4E_F)^2\approx0.91$ on the squared ratio, where $E_F=12.46$ eV is the free-electron Fermi energy; that form gives $\varepsilon\approx11.85$. The strength-averaged gap defined above comes out slightly above 5 eV from local empirical pseudopotential bands of silicon (it shifts by 0.1 to 0.2 eV with the $k$ mesh and the form factors), and local fields lower $\varepsilon$ from such bands by about 10 %. Both the choice of $E_g$ and the omitted effects are thus as large as the remaining difference, so it cannot be assigned to one of them from this formula alone. The calculation leaves out local fields, exchange-correlation effects in the response and core polarization.

## Variation 1: which gap belongs in the formula?

**Question.** Which $E_g$ reproduces 11.7? What happens if the band-edge gap of silicon, roughly 1.1 eV, is inserted instead?

**Solution.** Solving the Penn formula for the gap gives

$$E_g=\frac{\hbar\omega_p}{\sqrt{\varepsilon-1}}=\frac{16.6\ \mathrm{eV}}{\sqrt{10.7}}=5.07\ \mathrm{eV}.$$

The band-edge gap would give $\varepsilon=1+(16.6/1.1)^2\approx229$, far from the measured value. There are two reasons to reject this choice. First, $E_g$ is an average over the whole oscillator strength, not a threshold. Second, the band edge of silicon is indirect: its two states have different $k$. As $q\to0$, the field connects only states of equal $k$, so with fixed nuclei this transition does not contribute to the sum.

## Variation 2: the smallest gap of a two-wave model

**Question.** Suppose that $E_g$ denotes the smallest gap of an isotropic, nearly free-electron model. In each direction, the wave $k<k_F$ is coupled to $k-2k_F$ by a matrix element $E_g/2$. Does the prefactor remain 1?

**Solution.** Treat each direction as a separate two-wave problem and neglect the change of the partner wave with direction. With $E_F=\hbar^2k_F^2/(2m)$, the uncoupled energies differ by

$$D=\frac{\hbar^2}{2m}\left[(2k_F-k)^2-k^2\right]=4E_F\left(1-\frac{k}{k_F}\right).$$

Diagonalizing the $2\times2$ matrix gives $E=\sqrt{D^2+E_g^2}$. The mixing angle $\theta$ obeys $\sin2\theta=E_g/E$. The momenta of the two waves differ by $2\hbar k_F$, so

$$|p_{cv}|=2\hbar k_F\sin\theta\cos\theta=\hbar k_F\frac{E_g}{E},$$

directed along $\mathbf k$. Averaging the squared $x$ component over directions gives a factor $1/3$. With $y=k/k_F$, the filled sphere has weight $3y^2dy$, and $(\hbar k_F)^2/m=2E_F$. The strength per electron is

$$S=\int_0^1 3y^2\,\frac13\,\frac{2|p_{cv}|^2}{mE}\,dy
=\int_0^1y^2\,\frac{4E_FE_g^2}{E^3}\,dy .$$

Substitute $s=4E_F(1-y)/E_g$, so that $E=E_g\sqrt{1+s^2}$. For $E_g\ll E_F$ the integrand is concentrated near $y=1$, where $y^2\to1$, and the upper limit of $s$ tends to infinity. With $s=\tan\varphi$,

$$S\to\int_0^\infty\frac{ds}{(1+s^2)^{3/2}}=\int_0^{\pi/2}\cos\varphi\,d\varphi=1 .$$

The response contains a further factor $1/E^2$. Writing $\varepsilon=1+C(\hbar\omega_p/E_g)^2$, we find

$$C\to\int_0^\infty\frac{ds}{(1+s^2)^{5/2}}=\int_0^{\pi/2}\cos^3\varphi\,d\varphi=\frac23 .$$

The prefactor is therefore $2/3$ in this limit. There is no conflict with the boxed formula: the average gap is $\sqrt{3/2}$ times the smallest one, because much of the strength lies above the minimum.

If 4.8 eV were the smallest two-wave gap of silicon, the limiting prefactor would give $\varepsilon=1+\tfrac23(11.96)=8.97$. However, $E_F=12.46$ eV gives $E_g/E_F=0.385$, which is not very small. Numerical integration at this ratio gives $C=0.606$ and $\varepsilon=8.24$. The strength is then $S=0.840$ instead of 1, so the two-wave model, treated with the partner's change of direction neglected, misses part of the total strength at this ratio, and this last value should not be taken as an improved prediction. The result near 13 in part (b) treats 4.8 eV as the average gap, an input that lies somewhat below the average obtained from silicon's bands.

## Table of computed values

```
WELLS (hbar = m = e = 1)
harmonic: first gap = 1.9997
harmonic: finite-field polarizability = 0.25000
harmonic: sum of f/E^2 = 0.25000, sum of f = 0.9997
anharmonic: first gap = 2.2900
anharmonic: finite-field polarizability = 0.19042
anharmonic: sum of f/E^2 = 0.19042, sum of f = 0.9997
1D CRYSTAL, two filled bands (hbar = m = lattice constant = 1)
strength to empty bands per cell = 2.000000
sum of f/E^2 per cell = 0.058960
same from density response at small q = 0.058960
smallest direct gap = 4.7592
average (Penn) gap = 5.8242
ISOTROPIC TWO-WAVE MODEL (dimensionless)
Eg/E_F = 0.1: strength = 0.95305, coefficient = 0.65021
Eg/E_F = 0.01: strength = 0.99504, coefficient = 0.66500
Eg/E_F = 0.001: strength = 0.99950, coefficient = 0.66650
SILICON
lattice parameter = 5.4310 angstrom
valence electron density = 1.9976e+29 m^-3
plasma frequency = 2.5214e+16 rad/s
plasmon energy from density = 16.60 eV
given plasmon energy = 16.6 eV
given Penn gap = 4.8 eV
energy ratio = 3.4583
squared ratio = 11.960
Penn dielectric constant = 12.96
comparison value supplied by exercise = 11.7
excess over comparison = 10.8 %
gap that reproduces comparison = 5.07 eV
rough band-edge gap, input = 1.1 eV
eps if band-edge gap is inserted = 229
free-electron Fermi energy = 12.46 eV
eps with limiting factor 2/3 = 8.97
Eg/E_F for silicon = 0.385
two-wave strength at this ratio = 0.840
two-wave coefficient at this ratio = 0.606
two-wave eps at this ratio = 8.24
```
